\section*{Viscous smoothing of a ripple on a deep resist sidewall, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decay rate on a deep wall}

Let $x$ be the outward normal of a resist sidewall, $y$ the direction along the printed line, and $z$ the direction up the wall. The flat wall is the plane $x=0$. Resist fills $x<0$ and air fills $x>0$. A ripple displaces the surface to
\begin{equation}
x=h(y,t)=a(t)\cos ky ,\qquad k=\frac{2\pi}{\lambda},
\label{ripple}
\end{equation}
where $a$ is the amplitude, $k>0$ the wavenumber and $\lambda$ the wavelength. The ripple does not depend on $z$. The heated resist has viscosity $\eta$, density $\rho$ and surface tension $\gamma$, all uniform. Pressure $p$ is measured from the air pressure, and the air exerts no other force. A dot means a time derivative, and a prime on a function of one variable means the derivative with respect to that variable.

Under the conditions stated below, the ripple decays as
\begin{equation}
a(t)=a(0)\,e^{-\Gamma t},\qquad \Gamma=\frac{\gamma k}{2\eta}.
\label{result}
\end{equation}
The resist is taken to be an incompressible Newtonian liquid: its stress depends on the present rate of strain and not on its history. It is deep, which means that the flow dies out before it meets another boundary. The slope of the ripple is small, $ka\ll1$. Inertia is negligible. Gravity is left out here and sized in the second half.

The neglect of inertia can be judged in advance. A velocity $v$ that changes at the rate $\Gamma$ over distances of order $1/k$ has an inertial force per volume of order $\rho\Gamma v$ and a viscous force per volume of order $\eta k^2v$. Their ratio is
\begin{equation}
\frac{\rho\Gamma}{\eta k^2}=\frac{\rho\gamma}{2\eta^2k}.
\label{inertia}
\end{equation}
When this is small, the forces on each volume element balance at every instant. The velocity field then follows from the present shape of the surface alone, and time enters only through the motion of that surface.

The balance of forces and the conservation of volume are the Stokes equations,
\begin{equation}
-\nabla p+\eta\nabla^2\mathbf v=0,\qquad \nabla\cdot\mathbf v=0 .
\label{stokes}
\end{equation}
Nothing depends on $z$, so the flow lies in the $xy$ plane. The ripple is even in $y$. The normal velocity and the pressure are therefore even in $y$ and the velocity along the line is odd, which suggests
\begin{equation}
v_x=u(x)\cos ky,\qquad v_y=w(x)\sin ky,\qquad p=P(x)\cos ky .
\label{separate}
\end{equation}
Since $\partial_y\sin ky=k\cos ky$, conservation of volume gives
\begin{equation}
u'+kw=0,\qquad\text{so}\qquad w=-\frac{u'}{k}.
\label{continuity}
\end{equation}
The two components of the force balance are
\begin{align}
-P'+\eta(u''-k^2u)&=0,\label{momx}\\
kP+\eta(w''-k^2w)&=0.\label{momy}
\end{align}
The first term of \eqref{momy} is positive because $-\partial_y(P\cos ky)=+kP\sin ky$. Inserting $w=-u'/k$ into \eqref{momy} and solving for $P$ gives
\begin{equation}
P=\frac{\eta}{k^2}\left(u'''-k^2u'\right).
\label{pressure}
\end{equation}
Differentiating this and substituting it into \eqref{momx} removes the pressure:
\begin{equation}
\frac{1}{k^2}\left(u''''-k^2u''\right)=u''-k^2u
\quad\Longrightarrow\quad
u''''-2k^2u''+k^4u=0 .
\label{fourth}
\end{equation}

A trial solution $e^{mx}$ requires $m^4-2k^2m^2+k^4=(m^2-k^2)^2=0$. The roots $m=k$ and $m=-k$ are both double, and a double root $m$ supplies the two solutions $e^{mx}$ and $xe^{mx}$. The resist lies at negative $x$, where $e^{-kx}$ grows with depth. A flow that dies out in the resist therefore has the form
\begin{equation}
u=(A+Bx)e^{kx}.
\label{general}
\end{equation}
Its derivatives are
\begin{align}
u'&=(kA+B+kBx)e^{kx},\nonumber\\
u''&=(k^2A+2kB+k^2Bx)e^{kx},\label{derivs}\\
u'''&=(k^3A+3k^2B+k^3Bx)e^{kx}.\nonumber
\end{align}
In \eqref{pressure} the terms with $A$ and with $Bx$ cancel, and $3k^2B-k^2B=2k^2B$ remains, so
\begin{equation}
P=2\eta B\,e^{kx}.
\label{pressureB}
\end{equation}

The constants $A$ and $B$ follow from the forces on the surface. The stress in the resist is
\begin{equation}
\sigma_{xx}=-p+2\eta\,\partial_xv_x,\qquad
\sigma_{xy}=\eta(\partial_xv_y+\partial_yv_x),\qquad
\sigma_{yy}=-p+2\eta\,\partial_yv_y .
\label{stress}
\end{equation}
The outward unit normal of the displaced surface is $\mathbf n=(1,-\partial_yh)/\sqrt{1+(\partial_yh)^2}$. Surface tension makes the pressure higher under a crest, where the surface bulges towards the air. With the curvature $\kappa$ counted positive at a crest, the condition is
\begin{equation}
\boldsymbol\sigma\cdot\mathbf n=-\gamma\kappa\,\mathbf n,\qquad
\kappa=-\frac{\partial_y^2h}{[1+(\partial_yh)^2]^{3/2}} .
\label{traction}
\end{equation}
For resist at rest it reduces to $p=\gamma\kappa$, which confirms the sign.

Multiplied by $\sqrt{1+(\partial_yh)^2}$, the two components of \eqref{traction} read
\begin{equation}
\sigma_{xx}-\sigma_{xy}\,\partial_yh=-\gamma\kappa,\qquad
\sigma_{xy}-\sigma_{yy}\,\partial_yh=\gamma\kappa\,\partial_yh .
\label{components}
\end{equation}
The stresses are caused by the ripple and are themselves proportional to $a$. A stress multiplied by $\partial_yh$ is therefore of second order in $a$, as is $\kappa\,\partial_yh$. The denominator of $\kappa$ differs from one by a term of second order. Evaluating the stresses at $x=0$ instead of $x=h$ changes them by about $h\,\partial_x\sigma$, again of second order. To first order,
\begin{equation}
\sigma_{xy}=0,\qquad \sigma_{xx}=\gamma\,\partial_y^2h=-\gamma k^2a\cos ky
\qquad\text{at }x=0 .
\label{linear}
\end{equation}

The shear stress is $\sigma_{xy}=\eta(w'-ku)\sin ky$, where the minus sign comes from $\partial_y\cos ky$. With $w'=-u''/k$, its vanishing at the surface means
\begin{equation}
u''(0)+k^2u(0)=0 .
\label{shear}
\end{equation}
From \eqref{general} and \eqref{derivs} this is $k^2A+2kB+k^2A=0$, so $B=-kA$. The velocity components become
\begin{equation}
u=A(1-kx)e^{kx},\qquad w=-\frac{u'}{k}=Akx\,e^{kx},
\label{flow}
\end{equation}
because $u'=A(-k+k-k^2x)e^{kx}=-Ak^2x\,e^{kx}$.

In the normal-stress condition the viscous part $2\eta u'(0)$ is zero, so the pressure alone balances the surface tension. Equation \eqref{pressureB} gives $P(0)=2\eta B=-2\eta kA$, and $\sigma_{xx}=-p$ at the surface then requires
\begin{equation}
2\eta kA=-\gamma k^2a
\quad\Longrightarrow\quad
A=-\frac{\gamma k}{2\eta}\,a .
\label{Avalue}
\end{equation}
A crest moves inward and a trough moves outward, as smoothing requires.

The surface is carried by the liquid, so a particle on it stays on it. Differentiating $x-h(y,t)=0$ along the particle's path gives $v_x-\partial_th-v_y\,\partial_yh=0$. The last term is of second order. What remains is $\partial_th=v_x$ at $x=0$, or
\begin{equation}
\dot a=u(0)=A=-\frac{\gamma k}{2\eta}\,a ,
\label{kinematic}
\end{equation}
whose solution is \eqref{result}.

The single power of $k$ has a simple origin. The driving pressure is $\gamma k^2a$, since curvature contains two derivatives. The flow reaches to a depth of order $1/k$, so a surface speed $\dot a$ produces strain rates of order $k\dot a$ and viscous stresses of order $\eta k\dot a$. Equating the two gives a rate of order $\gamma k/\eta$, and the calculation supplies the factor one half. With $\gamma$ and $\eta$ fixed, doubling the wavelength doubles the decay time.

Equation \eqref{flow} also shows how the liquid moves. At the surface $w=0$, so to first order surface liquid moves straight in or out. Transfer from crest to trough takes place below, where $|w|\propto k|x|e^{-k|x|}$ is largest at depth $1/k$. At that depth the normal velocity is still $2/e\approx0.74$ of its surface value. The factor $1-kx$ makes the flow reach deeper than the exponential alone would suggest.

An energy balance gives the rate by a second route, which uses the flow \eqref{flow} but not the normal-stress condition. The strain rates are
\begin{align}
e_{xx}&=u'\cos ky=-Ak^2x\,e^{kx}\cos ky,\qquad e_{yy}=-e_{xx},\nonumber\\
e_{xy}&=\tfrac12(w'-ku)\sin ky=Ak^2x\,e^{kx}\sin ky .
\label{strain}
\end{align}
The last expression follows from $w'=Ak(1+kx)e^{kx}$ and $ku=Ak(1-kx)e^{kx}$, whose difference is $2Ak^2x\,e^{kx}$. The power dissipated per volume is
\begin{equation}
2\eta\left(e_{xx}^2+e_{yy}^2+2e_{xy}^2\right)=4\eta A^2k^4x^2e^{2kx},
\label{density}
\end{equation}
since $\cos^2ky+\sin^2ky=1$. It vanishes at the surface and is largest at depth $1/k$. With $\int_{-\infty}^0x^2e^{2kx}\,dx=2/(2k)^3=1/(4k^3)$, the dissipation per wall area is
\begin{equation}
D=4\eta A^2k^4\cdot\frac{1}{4k^3}=\eta kA^2 .
\label{dissipation}
\end{equation}

The ripple lengthens the surface. Its extra energy per wall area is
\begin{equation}
E=\gamma\left\langle\sqrt{1+(\partial_yh)^2}-1\right\rangle
\approx\frac{\gamma}{2}\left\langle k^2a^2\sin^2ky\right\rangle=\frac{\gamma k^2a^2}{4},
\label{energy}
\end{equation}
where the brackets average over a wavelength. If $\dot a=-\Gamma a$, then $A=-\Gamma a$ and $-\dot E=\gamma k^2a^2\Gamma/2$. Setting this equal to $D=\eta k\Gamma^2a^2$ and dividing by $\eta ka^2\Gamma$ gives $\Gamma=\gamma k/(2\eta)$ again.

A real edge contains many wavelengths. The first-order equations are linear, so each Fourier component decays independently at its own rate. For roughness uniform up the wall, the power spectrum $S(k,t)$ of the edge position, which is quadratic in the amplitudes, obeys
\begin{equation}
S(k,t)=S(k,0)\,e^{-2\Gamma t}=S(k,0)\,e^{-\gamma kt/\eta}.
\label{psd}
\end{equation}
Reflow therefore removes short-wave roughness first and leaves the long waves.

If the roughness also varies up the wall, a component has a wavevector $(k_y,k_z)$. A deep wall has no preferred direction in its own plane, so the axes can be turned until $y$ lies along this wavevector. The rate is then \eqref{result} with $k=\sqrt{k_y^2+k_z^2}$. This is at least the rate for $k_y$ alone, so in this model variation up the wall speeds the smoothing at a given wavenumber along the line.

\section{Finite line width and a reflowed resist line}

The symbols are those of the first half: $x$ is normal to the wall, $y$ runs along the line, and a ripple has amplitude $a$, wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$. The resist has surface tension $\gamma$, viscosity $\eta$ and density $\rho$. On a deep wall the amplitude decays at the rate $\Gamma=\gamma k/(2\eta)$, and the flow reaches to a depth of order $1/k$. The normal velocity is $u(x)\cos ky$, where $u$ satisfies $u''''-2k^2u''+k^4u=0$, and the pressure amplitude is $P=(\eta/k^2)(u'''-k^2u')$.

A printed line has two walls. Let it fill $-b<x<b$, so that its width is $2b$, and let $q=kb$. The wall at $x=b$ is displaced outward by $a\cos ky$. The wall at $x=-b$ either mirrors it, so that the width varies, or runs parallel to it, so that the line wiggles at constant width. Any pair of small wall displacements $h_R$ and $h_L$, both measured along $+x$, is the sum of a parallel part $(h_R+h_L)/2$ and a mirrored part, $(h_R-h_L)/2$ on the right wall and its negative on the left.

The conditions at $x=b$ are those of the deep wall. Zero shear stress requires $u''+k^2u=0$. The normal stress is $-P+2\eta u'$, and inserting $P$ gives
\begin{equation}
\eta\left(3u'-\frac{u'''}{k^2}\right)=-\gamma k^2a\qquad\text{at }x=b .
\label{normalb}
\end{equation}
By symmetry, the conditions at $x=-b$ then hold as well.

For mirrored walls $u$ is odd in $x$. The odd solutions are $\sinh kx$ and $x\cosh kx$, so
\begin{equation}
u=F\sinh kx+Gx\cosh kx .
\label{odd}
\end{equation}
Write $s=\sinh q$ and $c=\cosh q$. At $x=b$,
\begin{align}
u'&=kFc+Gc+Gqs,\nonumber\\
u''&=k^2Fs+2kGs+kGqc,\label{oddderivs}\\
u'''&=k^3Fc+3k^2Gc+k^2Gqs=k^2(u'+2Gc).\nonumber
\end{align}
The shear condition is $2k^2Fs+2kGs+2kGqc=0$, or $kF=-G(1+qc/s)$. Using this and $c^2-s^2=1$,
\begin{align}
u(b)&=\frac{1}{k}(kFs+Gqc)=-\frac{Gs}{k},\nonumber\\
u'(b)&=G\left(qs-\frac{qc^2}{s}\right)=-\frac{Gq}{s}.
\label{oddvalues}
\end{align}
The left side of \eqref{normalb} is $\eta(2u'-2Gc)=-2\eta G(q+sc)/s$. Hence $G=\gamma k^2as/[2\eta(sc+q)]$, and $\dot a=u(b)=-Gs/k$ gives the rate
\begin{equation}
\Gamma_{\rm mirror}=\Gamma\,\frac{\sinh^2q}{\sinh q\cosh q+q}.
\label{mirror}
\end{equation}

This part has derived the decay rate $\Gamma=\gamma k/(2\eta)$ of a ripple on a deep wall, and the rate for mirrored ripples on the two walls of a line of finite width. What remains is the rate for parallel walls, followed by a worked example of a reflowed resist line and the limits of the calculation.
